# Thermoelectric ZT, the Chasmar–Stratton Quality Factor and the Optimal Fermi Level

## 1. A dilute gas as a first case

A thermoelectric material at temperature $T$ is rated by

$$ZT=\frac{S^2\sigma T}{\kappa_e+\kappa_L},\tag{1}$$

where $S$ is the Seebeck coefficient, $\sigma$ the electrical conductivity, and $\kappa_e$, $\kappa_L$ the heat conductivities of electrons and lattice. Doping moves the Fermi level $E_F$ and changes the first three together. Where should $E_F$ lie?

Atomic units are used in the algebra ($e=\hbar=m_e=1$, electron charge $-1$), with Boltzmann's constant $k$ kept. Energies are measured from the bottom of a parabolic conduction band, with $x=E/kT$ and $\eta=E_F/kT$, so negative $\eta$ means a Fermi level below the band edge.

Take first a dilute gas scattered by acoustic phonons. An energy $x$ contributes to $\sigma$ in proportion to the density of states ($x^{1/2}$), the squared velocity ($x$), the relaxation time ($x^{-1/2}$) and the occupation ($e^{\eta-x}$), hence with weight $x\,e^{\eta-x}$. Under this weight the mean of $x$ is $\Gamma(3)/\Gamma(2)=2$ and the variance is $\Gamma(4)/\Gamma(2)-2^2=2$. The mean excess energy over $E_F$ sets the thermopower, $S=-k(2-\eta)$, and the variance sets the electronic heat conduction, $\kappa_e=2k^2T\sigma$; both are special cases of (9) below. The density is $N_ce^{\eta}$, with $N_c$ the effective density of states, so $\sigma=N_c\mu_ce^{\eta}$, where $\mu_c$ is the mobility of the dilute gas. Dividing numerator and denominator of (1) by $k^2T\sigma$ gives

$$ZT=\frac{(2-\eta)^2}{2+q},\qquad q=\frac{e^{-\eta}}{\beta},\qquad \beta=\frac{k^2T N_c\mu_c}{\kappa_L}.\tag{2}$$

Since $dq/d\eta=-q$, the condition $d\ln ZT/d\eta=0$ reads $-2/(2-\eta)+q/(2+q)=0$. Hence $q(2-\eta)=2(2+q)$, or $-\eta q=4$. With $z=-\eta$,

$$z\,e^{z}=4\beta,\qquad \eta=-W(4\beta),\qquad ZT=\frac{(z+2)^2}{2+4/z}=\frac{z(z+2)}{2},\tag{3}$$

where $W$ is the Lambert function. The better the material, the deeper the best Fermi level. But for small $\beta$ equation (3) puts $E_F$ close to the band edge, where the gas is not dilute. Fermi statistics are needed there, and they change the answer.

## 2. Transport coefficients

Assume one isotropic band $E=k_w^2/2m$ ($k_w$ is the wave number), no minority carriers, and $\tau=\tau_0x^{r}$ with $s=r+\tfrac32>0$. Acoustic phonons have $r=-\tfrac12$, $s=1$.

Let a field $\mathcal E$ and a temperature gradient $T'$ point along the $z$ axis. The force on an electron is $-\mathcal E$. To first order, the Boltzmann equation in the relaxation-time approximation gives

$$f-f_0=-\tau v_z\left(-\frac{\partial f_0}{\partial E}\right)\left[\mathcal E^*+\frac{E-E_F}{T}T'\right],\qquad \mathcal E^*=\mathcal E+\frac{dE_F}{dz}.\tag{4}$$

Here $\mathcal E^*$ is the gradient of the electrochemical potential. Define

$$L_n=\int\frac{2\,d^3k_w}{(2\pi)^3}\,v_z^2\,\tau\left(-\frac{\partial f_0}{\partial E}\right)(E-E_F)^n .\tag{5}$$

The electric current carries the charge $-1$ and the heat current carries $E-E_F$, so

$$j=L_0\mathcal E^*+L_1\frac{T'}{T},\qquad j_Q=-L_1\mathcal E^*-L_2\frac{T'}{T}.\tag{6}$$

At $T'=0$, $\sigma=L_0$. At $j=0$, $\mathcal E^*=-L_1T'/(TL_0)$. By definition this is $ST'$, so $S=-L_1/(TL_0)$. Inserting the same $\mathcal E^*$ in $j_Q=-\kappa_eT'$ gives $\kappa_e=(L_2-L_1^2/L_0)/T$.

The density of states is $(2m)^{3/2}E^{1/2}/2\pi^2$, and the angular average of $v_z^2$ is $2E/3m$. With $w(x)=-df_0/dx$,

$$L_n=\sigma_s(kT)^n\int_0^\infty x^s(x-\eta)^n w\,dx,\qquad \sigma_s=\frac{(2mkT)^{3/2}\tau_0}{3\pi^2m}.\tag{7}$$

Define the Fermi integrals $F_j(\eta)=\int_0^\infty x^j\,dx/(1+e^{x-\eta})$. Integration by parts gives $\int_0^\infty x^{p}w\,dx=pF_{p-1}$ for $p>0$, since the boundary terms vanish. The moments for $p=s,\,s+1,\,s+2$ then yield

$$\hat\sigma=sF_{s-1},\quad a=\frac{(s+1)F_s}{\hat\sigma}-\eta,\quad \hat\kappa=(s+2)F_{s+1}-\frac{(s+1)^2F_s^2}{\hat\sigma}.\tag{8}$$

In $\hat\kappa$ the shift by $\eta$ has dropped out, as it does from any variance. Therefore

$$\sigma=\sigma_s\hat\sigma,\qquad S=-ka,\qquad \kappa_e=k^2T\sigma_s\hat\kappa .\tag{9}$$

## 3. The quality factor

The prefactor $\sigma_s$ can be expressed through a mobility. For $\eta\to-\infty$, $F_j\to\Gamma(j+1)e^{\eta}$, so $\sigma\to\sigma_s\Gamma(s+1)e^{\eta}$. The density tends to

$$n\to\frac{(2mkT)^{3/2}}{2\pi^2}\,\Gamma(\tfrac32)\,e^{\eta}=N_ce^{\eta},\qquad N_c=2\left(\frac{mkT}{2\pi}\right)^{3/2}.\tag{10}$$

Equating $\sigma$ to $n\mu_c$ gives $\sigma_s=N_c\mu_c/\Gamma(s+1)$. Put (9) into (1) and divide by $k^2T\sigma_s$:

$$ZT=\frac{a^2\hat\sigma}{\hat\kappa+C},\qquad C=\frac{\Gamma(s+1)}{\beta},\qquad \beta=\frac{k^2TN_c\mu_c}{\kappa_L}\propto\frac{\mu_c\,m^{3/2}\,T^{5/2}}{\kappa_L}.\tag{11}$$

This $\beta$ is the Chasmar–Stratton quality factor. It must contain the dilute mobility $\mu_c$. The mobility at the actual doping depends on $\eta$ in general, and $\beta$ would then change during the optimization. We also take $\kappa_L$ to be independent of doping. With these conditions the material enters (11) through $\beta$ and $s$, and doping enters through $\eta$.

The factor $m^{3/2}$ does not by itself favour heavy electrons, because $\mu_c$ depends on $m$ too. For acoustic phonons with fixed coupling and elastic constants, the scattering rate is proportional to $kT$ times the density of final states. Thus $\tau_0\propto m^{-3/2}T^{-3/2}$, $\mu_c\propto\tau_0/m\propto m^{-5/2}T^{-3/2}$, and

$$\beta\propto\frac{T}{m\,\kappa_L}.\tag{12}$$

In this single-valley model a light mass is the better one.

## 4. The optimum falls as quality rises

**Existence.** Write $P=a^2\hat\sigma$ for the reduced power factor. First, $a>0$, because $\int x^s(x-\eta)w\,dx>0$. This is evident for $\eta\le0$. For $\eta>0$, $w$ is symmetric about $\eta$ while $x^s$ gives more weight to the upper side.

For $\eta\to-\infty$, $P\to\Gamma(s+1)\eta^2e^{\eta}\to0$ while the denominator of (11) stays above $C$. For $\eta\to+\infty$, put $x=\eta+u$ and expand $x^s\approx\eta^s(1+su/\eta)$. With $\int u^2w\,du=\pi^2/3$,

$$\hat\sigma\to\eta^s,\qquad a\to\frac{\pi^2s}{3\eta},\qquad \hat\kappa\to\frac{\pi^2}{3}\eta^s,\qquad \frac{P}{\hat\kappa}\to\frac{\pi^2s^2}{3\eta^2}\to0.\tag{13}$$

So $ZT$ vanishes at both ends and has a maximum at finite $\eta$ for each finite $\beta>0$.

**Electronic heat conduction grows with $\eta$.** The quantity $\hat\kappa$ is a minimum over a trial energy $c$:

$$\hat\kappa(\eta)=\min_c\int_0^\infty x^s(x-c)^2\,w(x-\eta)\,dx,\tag{14}$$

reached at the mean $c=\langle x\rangle=a+\eta$. Here $w$ is written as a function of $x-\eta$. Because the integral is stationary in $c$, its derivative with respect to $\eta$ may be taken at fixed $c$. Use $\partial w/\partial\eta=-\partial w/\partial x$ and integrate by parts:

$$\hat\kappa'=\int_0^\infty\left[s\,x^{s-1}(x-c)^2+2x^s(x-c)\right]w\,dx .$$

The second term vanishes because $c$ is the mean under the weight $x^sw$. Hence

$$\hat\kappa'=s\int_0^\infty x^{s-1}(x-\langle x\rangle)^2\,w\,dx>0.\tag{15}$$

**Comparison of two materials.** Let $C_2>C_1$, so that material 2 has the lower quality, and let $\eta_1$, $\eta_2$ be their best levels. With $h(\eta,C)=\ln P-\ln(\hat\kappa+C)$, optimality means $h(\eta_1,C_1)\ge h(\eta_2,C_1)$ and $h(\eta_2,C_2)\ge h(\eta_1,C_2)$. Adding these cancels $\ln P$. Since $\partial h/\partial C=-1/(\hat\kappa+C)$, what remains is

$$\int_{C_1}^{C_2}\left[\frac{1}{\hat\kappa(\eta_1)+C}-\frac{1}{\hat\kappa(\eta_2)+C}\right]dC\ge0 .\tag{16}$$

This requires $\hat\kappa(\eta_2)\ge\hat\kappa(\eta_1)$, and by (15) $\eta_2\ge\eta_1$. Equality is impossible. A maximum satisfies

$$\frac{P'}{P}=\frac{\hat\kappa'}{\hat\kappa+C},\tag{17}$$

whose right side is positive and strictly decreasing in $C$, so one $\eta$ cannot serve two values of $C$. The best Fermi level therefore falls strictly as $\beta$ rises at fixed $s$.

Equation (17) also gives the physical reason. Its left side is the relative gain in power factor on raising $E_F$; its right side is the relative growth of the total heat conduction. When the lattice dominates ($C$ large), the right side is small. For $s<2$, which includes acoustic phonons, $P$ vanishes at both ends and $E_F$ then sits near its maximum. For $s>2$, (13) shows that $P$ grows without bound as $\eta^{s-2}$, and the best level rises without limit as $\beta\to0$. The same happens at $s=2$, where $P$ climbs toward the constant $4\pi^4/9$ without a maximum. As the lattice contribution shrinks, added electrons weigh more heavily in the heat loss, and the balance moves to lower $E_F$.

**There is no floor in the one-band model.** On any half-line $\eta\ge\eta_0$, $ZT<P/\hat\kappa$, which is continuous and tends to zero by (13), hence is bounded. For $\eta\to-\infty$, however, $P/\hat\kappa\to(s+1-\eta)^2/(s+1)$, which is unbounded. Choose a fixed level where this ratio exceeds the bound. For small enough $C$, $ZT$ at that level beats every value on the half-line. The optimum thus passes below any given $\eta_0$ as $\beta\to\infty$.

## 5. Where it crosses the band edge

For acoustic phonons ($s=1$) and $\beta\to0$, equation (11) becomes $ZT\approx\beta P$. The maximum of $P$ lies at $\eta=0.668$, above the edge. For this scattering law, the statement that the optimum lies below the edge therefore needs a minimum quality $\beta_0$. The threshold depends on $s$: for $s=\tfrac12$ the optimum is at $\eta=-0.39$ already for $\beta=0.01$.

To find it, set $\eta=0$ in (17). With $\ell=\ln2$, the integrals are $F_0=\ell$, $F_1=\pi^2/12$, $F_2=\tfrac32\zeta(3)$. Their derivatives follow from $F_j'=jF_{j-1}$ for $j\geq 1$, and $F_0'=1/(1+e^{-\eta})=\tfrac12$. From (8), $a=2F_1/F_0-\eta=\pi^2/(6\ell)$, and

$$a'=2-\frac{2F_1F_0'}{F_0^2}-1=1-\frac{a}{2\ell},\qquad \frac{P'}{P}=\frac{2a'}{a}+\frac{F_0'}{F_0}=\frac2a-\frac1{2\ell}.\tag{18}$$

Likewise $\hat\kappa=3F_2-4F_1^2/F_0=\tfrac92\zeta(3)-a^2\ell$, and

$$\hat\kappa'=6F_1-8F_1+\frac{4F_1^2F_0'}{F_0^2}=\frac{a^2}{2}-\frac{\pi^2}{6}.\tag{19}$$

Since $C=1/\beta$ for $s=1$, solving (17) for $C$ gives

$$\frac1{\beta_0}=\frac{a^2/2-\pi^2/6}{2/a-1/(2\ell)}-\frac92\zeta(3)+a^2\ell,\qquad \beta_0=0.1229 .\tag{20}$$

Equation (17) alone guarantees a stationary point. A direct numerical maximization gives the same $\beta_0$, which confirms that it is the maximum. At the crossing $ZT=0.405$. By the monotonic law, the best level lies above the edge for $\beta<\beta_0$ and below it for $\beta>\beta_0$.

## 6. High quality

Once the optimum is well below the edge, Boltzmann statistics apply for any $s$. Then $a=s+1-\eta$ and $\hat\kappa/\hat\sigma=s+1$, so the number 2 in (2) becomes $s+1$:

$$ZT=\frac{(s+1-\eta)^2}{s+1+q}.$$

With $y=s+1-\eta$, stationarity reads $qy=2(s+1+q)$, or $q(y-2)=2(s+1)$. Put $z=y-2$, so that $\eta=s-1-z$ and $q=e^{z+1-s}/\beta$. Then

$$z\,e^z=2(s+1)\beta\,e^{s-1},\qquad ZT=\frac{z(z+2)}{s+1},\qquad \frac{\kappa_e}{\kappa_L}=\frac{s+1}{q}=\frac z2 .\tag{21}$$

For $s=1$ this is (3). Taking logarithms, $z+\ln z=\ln4\beta$, so the descent is roughly logarithmic: large gains in quality move $E_F$ by a few $kT$.

Numerical maximization of (11) for $s=1$ gives:

| $\beta$ | best $\eta$ | $-W(4\beta)$ | $ZT$ | $\kappa_e/\kappa_L$ |
|---|---|---|---|---|
| 0.01 | 0.574 | −0.038 | 0.040 | 0.023 |
| 0.1 | 0.080 | −0.297 | 0.340 | 0.160 |
| 0.3 | −0.412 | −0.636 | 0.827 | 0.324 |
| 1 | −1.101 | −1.202 | 1.900 | 0.595 |
| 10 | −2.683 | −2.697 | 6.303 | 1.333 |
| 100 | −4.489 | −4.490 | 14.55 | 2.237 |

The dilute formula has the wrong sign of $\eta$ in the first two rows and is accurate in the last two. The electronic share of the heat grows down the table even though $E_F$ falls: the retreat of the Fermi level only partly offsets the loss of lattice conduction. The large $ZT$ values belong to the one-band model and are not forecasts for materials.

## 7. A worked example

Take round model parameters with $s=1$ and assume a gap wide enough for holes to be negligible at this temperature (about 0.5 eV or more for the mirror valence band of Section 8): $m=1$, $kT=0.05$ eV ($T=580.2$ K), $\mu_c=10^6$ Å$^2$/(V ps) and $\kappa_L=6\times10^{-4}$ eV/(ps Å K). Equation (10) gives $N_c=6.750\times10^{-5}$ Å$^{-3}$, so $N_c\mu_c=67.50$ in units of $e$/(V ps Å). With $k=8.617\times10^{-5}$ eV/K,

$$\beta=\frac{(8.617\times10^{-5})(0.05)(67.50)}{6\times10^{-4}}=0.485 .$$

This exceeds $\beta_0$, so the best level must lie below the edge. Maximization gives $\eta=-0.671$, that is $E_F=-0.0336$ eV. There $\hat\sigma=0.4128$, $a=2.887$, $\hat\kappa=0.868$, and

$$ZT=\frac{(2.887)^2(0.4128)}{0.868+1/0.485}=1.17 .$$

The Seebeck coefficient is $-ka=-249$ µV/K, and the conductivity is $67.50\times0.4128=27.9$ $e$/(V ps Å). The electronic heat conductivity, $2.52\times10^{-4}$ eV/(ps Å K), is 0.42 of the lattice value. The required density is $2.96\times10^{-5}$ Å$^{-3}$, or $2.96\times10^{19}$ cm$^{-3}$. Integrating (5) directly over wave vectors gives the same $ZT$.

With $E_F$ held at the band edge, $ZT$ would be 1.09, about 7% below the maximum. That level needs 1.75 times the optimal density. The maximum is fairly broad: a density too high or too low by a factor of 2 costs about 10% of $ZT$ here, and a factor of 3 costs 20 to 25%.

## 8. Where the descent stops

A real semiconductor has a valence band, and holes both weaken the thermopower and open an extra (bipolar) channel of heat conduction. Add a mirror-image band at a distance $g\,kT$ below the conduction edge. Its reduced quantities are those of (8) at $\eta_h=-\eta-g$. Measured from $E_F$, hole-band energies are negative, so the first moments subtract:

$$l_0=\hat\sigma_e+\hat\sigma_h,\quad l_1=a_e\hat\sigma_e-a_h\hat\sigma_h,\quad l_2=\sum_{i=e,h}(\hat\kappa_i+a_i^2\hat\sigma_i),\quad ZT=\frac{l_1^2/l_0}{l_2-l_1^2/l_0+C}.\tag{22}$$

At midgap, $\eta=-g/2$, the two bands cancel: $l_1=0$ and $ZT=0$. The best n-type level must stay above this point. The holes act well before midgap. At high quality, where electrons carry most of the heat, they act mainly through the heat flow. Expanding (22) gives $l_2-l_1^2/l_0=\hat\kappa_e+\hat\kappa_h+\hat\sigma_e\hat\sigma_h(a_e+a_h)^2/l_0$. For dilute bands with $s=1$, $a_e+a_h=g+4$ and $\hat\kappa_e=2\hat\sigma_e$. A small ratio $\rho=\hat\sigma_h/\hat\sigma_e$ therefore raises the electronic heat conduction by the fraction $\rho(g+4)^2/2$, but lowers $S^2$ only by the fraction $2\rho(g+4)/a_e$, which is smaller by the factor $(g+4)a_e/4$. For $g=10$, $s=1$ and $\beta=100$ the best n-type level lies at $\eta=-2.04$ with $ZT=6.17$, against $-4.49$ and $14.55$ for one band. Raising $\beta$ to $10^4$ moves it only to $-2.06$, with $ZT=6.37$, while the one-band optimum sinks to $-8.46$. At high quality the gap, rather than the lattice conductivity, then limits the figure of merit. The one-band law holds as long as the optimum it predicts leaves the hole contribution negligible. For narrow gaps even the crossing of the band edge can fail: as $\beta\to\infty$ the best n-type level stops near $-0.50$ for $g=6$ and near $+0.78$, above the edge, for $g=3$. In the worked example of Section 7, a mirror band at a gap of 0.35 eV lowers the best $ZT$ to 1.08, and at 0.25 eV to 0.88 with the optimum at $\eta=+0.11$, although $\beta>\beta_0$.

## Computed results

```
TESTS
largest relative error, ZT formula vs k-space: 3.2e-10
largest relative error, slope of kap: 1.6e-07
acoustic beta ratio (mass x4, kT x3): 0.750000
LIMITS AND CROSSING, s = 1 (dimensionless)
eta at largest power factor: 0.6681
beta at band-edge crossing, closed form: 0.122874
beta at band-edge crossing, search: 0.122874
ZT at crossing: 0.4048
OPTIMUM AGAINST QUALITY, s = 1; level in eV at kT = 0.05 eV
beta | eta | E_F (eV) | ZT | kappa_e/kappa_L | eta dilute limit
0.01 | 0.5743 | 0.02871 | 0.0397 | 0.0230 | -0.0385
0.03 | 0.4233 | 0.02117 | 0.1141 | 0.0620 | -0.1077
0.1 | 0.0801 | 0.00401 | 0.3395 | 0.1602 | -0.2972
0.3 | -0.4124 | -0.02062 | 0.8272 | 0.3241 | -0.6356
1 | -1.1009 | -0.05505 | 1.9004 | 0.5948 | -1.2022
3 | -1.8210 | -0.09105 | 3.5660 | 0.9170 | -1.8628
10 | -2.6834 | -0.13417 | 6.3033 | 1.3329 | -2.6968
100 | -4.4889 | -0.22445 | 14.5542 | 2.2371 | -4.4897
WORKED EXAMPLE
kT: 0.050 eV (T = 580.2 K)
mass: 1.0 electron masses
mu_c: 1.00e+06 angstrom^2/(V ps)
kappa_L: 6.00e-04 eV/(ps angstrom K)
kappa_L converted: 0.961 W/(m K)
Nc: 6.7497e-05 angstrom^-3
beta: 0.4847
optimal eta: -0.6714
optimal Fermi level from band edge: -0.03357 eV
reduced sig, a, kap: 0.4128, 2.8873, 0.8680
carrier density: 2.9569e-05 angstrom^-3
carrier density converted: 2.957e+19 cm^-3
Seebeck coefficient: -248.80 microvolt/K
conductivity: 27.8600 e/(V ps angstrom)
kappa_e: 2.5244e-04 eV/(ps angstrom K)
maximum ZT: 1.1739
ZT from k-space integrals: 1.1739
ZT with Fermi level at band edge: 1.0939
MIRROR VALENCE BAND, gap = 10 kT
beta 100: one band eta -4.4889, ZT 14.554; two bands eta -2.0449, ZT 6.171
beta 10000: one band eta -8.4612, ZT 44.256; two bands eta -2.0648, ZT 6.365
```
